# Energy of strongly orthogonal core and valence groups: test program

```python
"""
Result under test: for strongly orthogonal groups C and V,
    E = E_C + E_V + J - K,
    J = sum <pq|g|rs> gamma_C[r,p] gamma_V[s,q],
    K = sum <pq|g|rs> gamma_C[s,p] gamma_V[r,q].
E_C, E_V: energies of the separate groups with the full one-body operator h.
gamma[p,r]: one-particle density matrix, trace = number of electrons.
The many-electron function is a tensor with one spin-orbital index per
electron; its energy is found by applying h and g to that tensor.
Hartree atomic units.
"""
from itertools import combinations, permutations
from math import comb
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, fci


def parity(order):
    return int(round(np.linalg.det(np.eye(len(order))[list(order)])))


def density(phi):
    rest = list(range(1, phi.ndim))
    return phi.ndim * np.tensordot(phi, phi.conj(), (rest, rest))


def assignments(phi_c, phi_v):
    """Yield (number of exchanged pairs, signed product) per assignment."""
    nc, n = phi_c.ndim, phi_c.ndim + phi_v.ndim
    product = np.multiply.outer(phi_c, phi_v)
    for chosen in combinations(range(n), nc):
        order = list(chosen) + [i for i in range(n) if i not in chosen]
        exchanged = sum(i >= nc for i in chosen)
        yield exchanged, parity(order) * product.transpose(np.argsort(order))


def group_product(phi_c, phi_v):
    n = phi_c.ndim + phi_v.ndim
    total = sum(term for _, term in assignments(phi_c, phi_v))
    return total / np.sqrt(comb(n, phi_c.ndim))


def apply_hamiltonian(psi, h, g):
    out = np.zeros_like(psi)
    for i in range(psi.ndim):
        out += np.moveaxis(np.tensordot(h, psi, (1, i)), 0, i)
    for i, j in combinations(range(psi.ndim), 2):
        acted = np.tensordot(g, psi, ((2, 3), (i, j)))
        out += np.moveaxis(acted, (0, 1), (i, j))
    return out


def energy(psi, h, g):
    """Expectation value for an antisymmetric tensor of any norm."""
    n = psi.ndim
    one = n * np.vdot(psi, np.tensordot(h, psi, (1, 0)))
    two = comb(n, 2) * np.vdot(psi, np.tensordot(g, psi, ((2, 3), (0, 1))))
    return (one + two).real / np.vdot(psi, psi).real


def coupling(gamma_c, gamma_v, g):
    coulomb = np.einsum('pqrs,rp,sq->', g, gamma_c, gamma_v, optimize=True)
    exchange = np.einsum('pqrs,sp,rq->', g, gamma_c, gamma_v, optimize=True)
    return coulomb.real, exchange.real


# ---------- random complex model: 2 core and 3 valence electrons ----------
rng = np.random.default_rng(1)
m = 9


def random_complex(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


def random_group(n, columns):
    raw = random_complex(*([columns.shape[1]] * n))
    phi = sum(parity(p) * raw.transpose(p) for p in permutations(range(n)))
    for axis in range(n):
        phi = np.moveaxis(np.tensordot(columns, phi, (1, axis)), 0, axis)
    return phi / np.linalg.norm(phi)


unitary = np.linalg.qr(random_complex(m, m))[0]
h_model = random_complex(m, m)
h_model = h_model + h_model.conj().T
g_model = random_complex(m, m, m, m)
g_model = g_model + g_model.transpose(1, 0, 3, 2)
g_model = (g_model + g_model.transpose(2, 3, 0, 1).conj()) / 4

# trace identity, on functions that are NOT strongly orthogonal
a, b = random_group(2, unitary), random_group(3, unitary)
overlap = np.tensordot(a.conj(), b, (0, 0))
trace_general = np.trace(density(a) @ density(b)).real
trace_from_overlap = 6 * np.linalg.norm(overlap)**2
assert trace_general > 1e-2
assert abs(trace_general - trace_from_overlap) < 1e-11

phi_c = random_group(2, unitary[:, :4])
phi_v = random_group(3, unitary[:, 4:])
gam_c, gam_v = density(phi_c), density(phi_v)
assert np.linalg.norm(np.tensordot(phi_c.conj(), phi_v, (0, 0))) < 1e-12
assert np.linalg.norm(gam_c @ gam_v) < 1e-12
psi = group_product(phi_c, phi_v)
assert abs(np.linalg.norm(psi) - 1) < 1e-12
assert np.allclose(psi, -psi.swapaxes(0, 2), atol=1e-13)
assert np.allclose(density(psi), gam_c + gam_v, atol=1e-12)

h_on_product = apply_hamiltonian(np.multiply.outer(phi_c, phi_v),
                                 h_model, g_model)
by_exchange = np.zeros(3, complex)
for k, term in assignments(phi_c, phi_v):
    by_exchange[k] += np.vdot(h_on_product, term)
model_c = energy(phi_c, h_model, g_model)
model_v = energy(phi_v, h_model, g_model)
model_j, model_k = coupling(gam_c, gam_v, g_model)
model_full = np.vdot(psi, apply_hamiltonian(psi, h_model, g_model)).real
assert abs(by_exchange[0] - (model_c + model_v + model_j)) < 1e-10
assert abs(by_exchange[1] + model_k) < 1e-10 and abs(model_k) > 1e-3
assert abs(by_exchange[2]) < 1e-10
assert abs(model_full - (model_c + model_v + model_j - model_k)) < 1e-10
assert abs(model_full - energy(psi, h_model, g_model)) < 1e-10

# ---------- beryllium atom ----------
s_exponents = [0.06 * 3.5**k for k in range(8)]
p_exponents = [0.1, 0.4, 6.0]
shells = [[0, [x, 1.0]] for x in s_exponents]
shells += [[1, [x, 1.0]] for x in p_exponents]
mol = gto.M(atom='Be 0 0 0', basis={'Be': shells}, verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
e_hf = mf.kernel()
assert mf.converged
orb, eps = mf.mo_coeff, mf.mo_energy
norb = orb.shape[1]
h = orb.T @ mf.get_hcore() @ orb
eri = np.einsum('abcd,ap,bq,cr,ds->pqrs', mol.intor('int2e'),
                orb, orb, orb, orb, optimize=True)

threshold = 2.0
core = [0] + [i for i in range(2, norb) if eps[i] > threshold]
valence = [1] + [i for i in range(2, norb) if eps[i] <= threshold]
low_core, high_val = eps[core[1]], eps[valence[-1]]
assert low_core - high_val > 1e-3  # no degenerate shell is divided


def pair_ground(h_eff, space):
    """Lowest two-electron state in a space; symmetric matrix = singlet."""
    n, ix = len(space), np.ix_(space, space)
    sub = eri[np.ix_(space, space, space, space)]
    matrix = np.kron(h_eff[ix], np.eye(n)) + np.kron(np.eye(n), h_eff[ix])
    matrix += sub.transpose(0, 2, 1, 3).reshape(n * n, n * n)
    values, vectors = np.linalg.eigh(matrix)
    pair = vectors[:, 0].reshape(n, n)
    assert np.allclose(pair, pair.T, atol=1e-8)
    full = np.zeros((norb, norb))
    full[ix] = (pair + pair.T) / 2
    return values[0], full / np.linalg.norm(full)


def group_potential(pair):
    d = 2 * pair @ pair.T
    return (np.einsum('pqrs,rs->pq', eri, d)
            - 0.5 * np.einsum('prsq,rs->pq', eri, d))


# spin-orbital index = 2 * orbital + spin
singlet = np.array([[0., 1.], [-1., 0.]]) / np.sqrt(2)
h_spin = np.kron(h, np.eye(2))
g_spin = np.einsum('prqs,ab,cd->paqcrbsd', eri, np.eye(2), np.eye(2))
g_spin = g_spin.reshape([2 * norb] * 4)


def with_spin(pair):
    return np.kron(pair, singlet)


def bare(pair):
    return energy(with_spin(pair), h_spin, g_spin)


def explicit(pair_c, pair_v):
    psi4 = group_product(with_spin(pair_c), with_spin(pair_v))
    return energy(psi4, h_spin, g_spin)


# core frozen as the Be2+ pair, then both groups optimized in turn
e_ion, core_ion = pair_ground(h, core)
eps_v_frozen, val_frozen = pair_ground(h + group_potential(core_ion), valence)
e_frozen = e_ion + eps_v_frozen
assert abs(explicit(core_ion, val_frozen) - e_frozen) < 1e-8

pair_c, pair_v, previous = core_ion, val_frozen, e_frozen
for cycle in range(1, 101):
    _, pair_c = pair_ground(h + group_potential(pair_v), core)
    eps_v, pair_v = pair_ground(h + group_potential(pair_c), valence)
    e_group = bare(pair_c) + eps_v
    change, previous = abs(e_group - previous), e_group
    if change < 1e-10:
        break
assert change < 1e-10

core_hf = np.zeros((norb, norb))
core_hf[0, 0] = 1.0
eps_v_hf_core, _ = pair_ground(h + group_potential(core_hf), valence)

e_c, e_v = bare(pair_c), bare(pair_v)
gamma_c, gamma_v = density(with_spin(pair_c)), density(with_spin(pair_v))
coul, exch = coupling(gamma_c, gamma_v, g_spin)
e_formula = e_c + e_v + coul - exch
e_explicit = explicit(pair_c, pair_v)
assert abs(e_formula - e_explicit) < 1e-8
assert abs(e_c + eps_v - e_explicit) < 1e-8

# same core density matrix, different core pair density
amp, nat = np.linalg.eigh(pair_c)
rank = np.argsort(-abs(amp))
flipped_amp = -amp
flipped_amp[rank[0]] = amp[rank[0]]
pair_flip = nat @ np.diag(flipped_amp) @ nat.T
assert np.allclose(density(with_spin(pair_flip)), gamma_c, atol=1e-12)
e_c_flip = bare(pair_flip)
e_flip = explicit(pair_flip, pair_v)
int_original = e_explicit - e_c - e_v
int_flip = e_flip - e_c_flip - e_v
assert abs(e_c_flip - e_c) > 1e-3
assert abs(int_flip - int_original) < 1e-8

# counterexample: leading valence orbital rotated partly into core space
angle = 0.5
amp_v, nat_v = np.linalg.eigh(pair_v)
lead = nat_v[:, np.argmax(abs(amp_v))]
target = nat[:, rank[1]]
rotation = (np.eye(norb) + (np.cos(angle) - 1) * np.outer(lead, lead)
            + np.sin(angle) * np.outer(target, lead))
pair_leak = rotation @ pair_v @ rotation.T
e_leak = bare(pair_leak)
trace_leak = np.trace(gamma_c @ density(with_spin(pair_leak)))
int_leak = explicit(pair_c, pair_leak) - e_c - e_leak
int_leak_flip = explicit(pair_flip, pair_leak) - e_c_flip - e_leak
assert trace_leak > 1e-6
assert abs(int_leak_flip - int_leak) > 1e-4

solver = fci.direct_spin1.FCI()
solver.conv_tol = 1e-10
e_fci = solver.kernel(h, eri, norb, (2, 2))[0]
assert e_fci < e_group < e_hf
assert e_group <= e_frozen + 1e-9

ev = physical_constants['Hartree energy in eV'][0]


def show(label, value, unit='hartree', digits=6):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("RANDOM MODEL, 2 core + 3 valence electrons, model energy units")
show("Tr(gamma_C gamma_V), overlapping groups", trace_general, '')
show("Nc Nv times squared norm of S", trace_from_overlap, '')
show("E_C", model_c, '')
show("E_V", model_v, '')
show("J", model_j, '')
show("K", model_k, '')
show("sum of terms with k=0", by_exchange[0].real, '')
show("sum of terms with k=1", by_exchange[1].real, '')
print(f"size of sum with k=2: {abs(by_exchange[2]):.1e}")
show("energy of explicit 5-electron function", model_full, '')
print("BERYLLIUM ATOM")
print("s exponents (bohr^-2):", *[f"{x:.4g}" for x in s_exponents])
print("p exponents (bohr^-2):", *[f"{x:.4g}" for x in p_exponents])
print("spatial orbitals total, core, valence:", norb, len(core), len(valence))
show("dividing orbital energy", threshold, digits=1)
show("highest valence virtual", high_val, digits=4)
show("lowest core virtual", low_core, digits=4)
show("Hartree-Fock energy", e_hf)
show("Be2+ core pair energy", e_ion)
show("valence energy in frozen Be2+ core", eps_v_frozen)
show("total energy, frozen core", e_frozen)
print("optimization cycles:", cycle)
show("E_C, optimized", e_c)
show("E_V, bare nucleus", e_v)
show("J", coul)
show("K", exch)
show("E_C + E_V + J - K", e_formula)
show("energy of explicit 4-electron function", e_explicit)
show("valence energy in optimized core", eps_v)
show("same, in eV", eps_v * ev, 'eV', 3)
show("valence energy in Hartree-Fock 1s core", eps_v_hf_core)
show("frozen minus optimized total", 1e6 * (e_frozen - e_group),
     'microhartree', 2)
show("full CI energy", e_fci)
show("Hartree-Fock minus group energy", 1e3 * (e_hf - e_group),
     'millihartree', 3)
show("group minus full CI energy", 1e3 * (e_group - e_fci),
     'millihartree', 3)
print("SAME gamma_C, DIFFERENT CORE PAIR DENSITY")
show("leading core amplitude, magnitude", abs(amp[rank[0]]), '')
show("second core amplitude, magnitude", abs(amp[rank[1]]), '')
show("E_C after sign reversal", e_c_flip)
show("interaction, original core", int_original, digits=8)
show("interaction, sign-reversed core", int_flip, digits=8)
print("STRONG ORTHOGONALITY BROKEN")
show("rotation angle", angle, 'rad', 1)
show("Tr(gamma_C gamma_V)", trace_leak, '')
show("E - E_C - E_V, original core", int_leak)
show("E - E_C - E_V, sign-reversed core", int_leak_flip)
print("all assertions hold")
```

Output:

```
RANDOM MODEL, 2 core + 3 valence electrons, model energy units
Tr(gamma_C gamma_V), overlapping groups: 0.711860
Nc Nv times squared norm of S: 0.711860
E_C: -2.633048
E_V: -4.315533
J: 0.035469
K: -3.403479
sum of terms with k=0: -6.913112
sum of terms with k=1: 3.403479
size of sum with k=2: 1.1e-15
energy of explicit 5-electron function: -3.509633
BERYLLIUM ATOM
s exponents (bohr^-2): 0.06 0.21 0.735 2.572 9.004 31.51 110.3 386
p exponents (bohr^-2): 0.1 0.4 6
spatial orbitals total, core, valence: 17 9 8
dividing orbital energy: 2.0 hartree
highest valence virtual: 0.6226 hartree
lowest core virtual: 2.2219 hartree
Hartree-Fock energy: -14.565777 hartree
Be2+ core pair energy: -13.634020 hartree
valence energy in frozen Be2+ core: -1.004598 hartree
total energy, frozen core: -14.638618 hartree
optimization cycles: 2
E_C, optimized: -13.633996 hartree
E_V, bare nucleus: -2.904438 hartree
J: 1.949323 hartree
K: 0.049530 hartree
E_C + E_V + J - K: -14.638641 hartree
energy of explicit 4-electron function: -14.638641 hartree
valence energy in optimized core: -1.004645 hartree
same, in eV: -27.338 eV
valence energy in Hartree-Fock 1s core: -1.004615 hartree
frozen minus optimized total: 23.52 microhartree
full CI energy: -14.646295 hartree
Hartree-Fock minus group energy: 72.864 millihartree
group minus full CI energy: 7.654 millihartree
SAME gamma_C, DIFFERENT CORE PAIR DENSITY
leading core amplitude, magnitude: 0.999430
second core amplitude, magnitude: 0.022000
E_C after sign reversal: -13.516654 hartree
interaction, original core: 1.89979285 hartree
interaction, sign-reversed core: 1.89979285 hartree
STRONG ORTHOGONALITY BROKEN
rotation angle: 0.5 rad
Tr(gamma_C gamma_V): 0.000202
E - E_C - E_V, original core: 2.455146 hartree
E - E_C - E_V, sign-reversed core: 2.443914 hartree
all assertions hold
```
